# Electronic Born Charge of an Undimerised Rice–Mele Chain

**The model.** Sites alternate between A, with onsite energy $+\Delta$, and B, with $-\Delta$, where $\Delta>0$. Their spacing is $d$, the cell length is $a=2d$, and each cell holds two electrons, one per spin. If B moves right by $u$ relative to A, its left bond lengthens and its right bond shortens. To first order,

$$t_L=t-\alpha u,\qquad t_R=t+\alpha u,\qquad t,\alpha>0,$$

and each bond enters the Hamiltonian as minus its hopping. "Zero dimerisation" means $u=0$. The electrons are independent, the temperature is zero, and the displacement is the same in every cell. The position operator is diagonal in the sites.

The electronic Born charge $Z_B$ is the derivative of the electronic dipole per cell with respect to the displacement of B, at zero macroscopic field. The electron charge is $-e$. Ionic cores add constants, which do not affect the dependence on $\Delta$.

## (a) Separate the charge carried by B from the charge transferred between sites

**Question.** Express $Z_B$ through the occupation of B and the shift of a Wannier centre.

**Solution.** Let $\bar x$ be the centre of the occupied Wannier function of one spin. The dipole per cell is $-2e\bar x$. The centre is the sum of site positions weighted by the probability on each site. Moving B changes it in two ways: the B positions move by $u$, and the weights change.

If $n_B$ is the number of electrons on B in both spins, the first effect contributes $un_B/2$ to $\bar x$. Its derivative at $u=0$ is $n_B/2$, since the term $u\,dn_B/du$ vanishes there. Let $\bar x_0$ be the centre computed with the changed hoppings but the ideal positions. Then

$$Z_B=-e(n_B+\zeta),\qquad \zeta=2\left.\frac{d\bar x_0}{du}\right|_{u=0}.$$

The number $\zeta$ measures charge transfer through the bonds.

## (b) Find the transfer as an integral over the band

**Question.** Derive $\zeta$ from the Bloch states.

**Solution.** Use Bloch phases from the ideal positions and set $x=kd$. The left bond of B contributes $-t_Le^{ix}$ to the A–B matrix element, and the right bond contributes $-t_Re^{-ix}$:

$$-t_Le^{ix}-t_Re^{-ix}=-2t\cos x+2i\alpha u\sin x.$$

Since this element equals $h_x-ih_y$, the Hamiltonian is $H=\mathbf h\cdot\boldsymbol\sigma$ with

$$\mathbf h=(-2t\cos x,\,-2\alpha u\sin x,\,\Delta),\qquad \varepsilon=|\mathbf h|.$$

The energies are $\pm\varepsilon$, and the lower band $|v\rangle$ is full. Its centre is

$$\bar x_0=\frac a{2\pi}\int dk\,A_k,\qquad A_k=i\langle v|\partial_kv\rangle.$$

With $A_u=i\langle v|\partial_uv\rangle$, the mixed second derivatives cancel in

$$\partial_uA_k-\partial_kA_u=-2\,\mathrm{Im}\langle\partial_uv|\partial_kv\rangle\equiv\Omega.$$

Across the Brillouin zone $|v\rangle$ acquires site phases that do not depend on $u$, because the ideal positions are fixed. Thus $A_u$ is periodic, $\int\partial_kA_u\,dk=0$, and $d\bar x_0/du=(a/2\pi)\int\Omega\,dk$. Since $\Omega$ contains one $k$ derivative, $\Omega\,dk$ keeps its form when $k$ is replaced by $x$.

Let $|c\rangle$ be the upper state. First-order perturbation theory gives

$$\langle c|\partial_xv\rangle=-\frac{\langle c|\partial_xH|v\rangle}{2\varepsilon},$$

and likewise for $u$. The parts of the derivatives along $|v\rangle$ give a real product and drop out of $\Omega$. Hence

$$\Omega=-\frac{1}{2\varepsilon^2}\mathrm{Im}\,\langle v|\partial_uH|c\rangle\langle c|\partial_xH|v\rangle.$$

Insert $|c\rangle\langle c|=1-|v\rangle\langle v|$. The subtracted product is real, while $\sigma_i\sigma_j=\delta_{ij}+i\epsilon_{ijl}\sigma_l$ and $\langle v|\boldsymbol\sigma|v\rangle=-\mathbf h/\varepsilon$. The imaginary part is therefore $-(\partial_u\mathbf h\times\partial_x\mathbf h)\cdot\mathbf h/\varepsilon$, and

$$\Omega=\frac{(\partial_u\mathbf h\times\partial_x\mathbf h)\cdot\mathbf h}{2\varepsilon^3}.$$

At $u=0$, $\partial_u\mathbf h=(0,-2\alpha\sin x,0)$ and $\partial_x\mathbf h=(2t\sin x,0,0)$. Their cross product is $(0,0,4\alpha t\sin^2x)$, so

$$\zeta=\frac a\pi\int_{-\pi/2}^{\pi/2}\frac{2\alpha t\Delta\sin^2x}{(\Delta^2+4t^2\cos^2x)^{3/2}}\,dx.$$

It is positive: electrons move in the same direction as B, towards the strengthened bond.

## (c) Evaluate the charge in closed form

**Question.** Obtain $\zeta$ and $n_B$ for any $\Delta>0$.

**Solution.** Define

$$W^2=\Delta^2+4t^2,\quad m=\frac{4t^2}{W^2},\quad 1-m=\frac{\Delta^2}{W^2},\quad D=1-m\sin^2x,$$

so that $\varepsilon^2=W^2D$ at $u=0$. The complete elliptic integrals are $K=\int_0^{\pi/2}D^{-1/2}dx$ and $E=\int_0^{\pi/2}D^{1/2}dx$. The required integral is

$$J=\int_0^{\pi/2}\frac{\sin^2x}{D^{3/2}}dx=\frac1m\left(\int_0^{\pi/2}\frac{dx}{D^{3/2}}-K\right),$$

because $m\sin^2x=1-D$. To find the remaining integral, differentiate:

$$\frac{d}{dx}\frac{\sin x\cos x}{\sqrt D}=\frac{1-2\sin^2x+m\sin^4x}{D^{3/2}}.$$

Multiplied by $m$, the numerator is $D^2-(1-m)$. The differentiated function vanishes at both limits, so $0=E-(1-m)\int_0^{\pi/2}D^{-3/2}dx$. Therefore

$$J=\frac{E-(1-m)K}{m(1-m)}=\frac{W^4}{4t^2\Delta^2}\left(E-\frac{\Delta^2}{W^2}K\right).$$

The integral in (b) is twice that over $(0,\pi/2)$, so $\zeta=4a\alpha t\Delta J/(\pi W^3)$. With $a=2d$,

$$\boxed{\zeta=\frac{2\alpha dW}{\pi t\Delta}\left(E-\frac{\Delta^2}{W^2}K\right).}$$

The probability on B in a lower state is $(1-\langle\sigma_z\rangle)/2=(1+\Delta/\varepsilon)/2$. Averaging over the zone and counting both spins gives

$$n_B=1+\frac1\pi\int_{-\pi/2}^{\pi/2}\frac{\Delta}{\varepsilon}dx=1+\frac{2\Delta K}{\pi W}.$$

For $\Delta\gg t$, the integral in (b) gives $\zeta\to2\alpha td/\Delta^2$. This is ordinary weak covalency: each spin has probability $t_{R,L}^2/(4\Delta^2)$ on the two neighbours, and the difference moves its centre by $d(t_R^2-t_L^2)/(4\Delta^2)=\alpha tdu/\Delta^2$. Then $Z_B\to-2e$.

If A moves instead, the relative displacement changes sign, so the transfer reverses while A carries $2-n_B$ electrons. Thus $Z_A=-e(2-n_B-\zeta)$ and $Z_A+Z_B=-2e$, as a rigid translation of two electrons requires.

## (d) Take the staggered energy to zero

**Question.** Find the behaviour of $Z_B$ as $\Delta\to0$, with $u\to0$ taken first and $t$, $\alpha$, $d$ fixed.

**Solution.** In the closed form, $W\to2t$, $E\to1$ and $(\Delta^2/W^2)K\to0$, since $K$ grows only logarithmically. Also $n_B\to1$. Hence

$$\boxed{Z_B\simeq-\frac{4e\alpha d}{\pi\Delta}\qquad(\Delta\to0).}$$

The origin is visible near the gap minimum. Put $x=\pi/2+y$, where $\sin x\simeq1$ and $\cos x\simeq-y$. Then

$$\int_{-\infty}^{\infty}\frac{2\alpha t\Delta\,dy}{(\Delta^2+4t^2y^2)^{3/2}}=\frac{2\alpha}{\Delta}.$$

Multiplication by $a/\pi=2d/\pi$ restores the result. States in a momentum window of width about $\Delta/t$ each respond as $t\alpha/\Delta^2$, leaving one inverse power of $\Delta$; $t$ cancels.

The first correction to $Z_B$ is the carried charge, $n_B\to1$, of relative size $\pi\Delta/(4\alpha d)$. For the first correction to $\zeta$ itself, put $q=\Delta^2/W^2$ and $L=\ln(8t/\Delta)$. The standard small-$q$ form is $K\simeq L$; integrating $dE/dq=(K-E)/[2(1-q)]$ gives $E\simeq1+q(L-1/2)/2$. With $q\simeq\Delta^2/4t^2$ and $W\simeq2t(1+\Delta^2/8t^2)$,

$$\zeta\simeq\frac{4\alpha d}{\pi\Delta}\left[1-\frac{\Delta^2}{8t^2}\left(\ln\frac{8t}{\Delta}-\frac12\right)\right].$$

## (e) Decide whether the dipole itself diverges

**Question.** Keep $u$ finite while the gap is small. How far can the electrons move?

**Solution.** Near $x=\pi/2$, $\mathbf h\simeq(2ty,-2\alpha u,\Delta)$. The numerator of $\Omega$ is unchanged, but $\varepsilon^2=4t^2y^2+\Delta^2+4\alpha^2u^2$. Integration gives

$$\frac{d\bar x_0}{du}=\frac a{2\pi}\frac{2\alpha\Delta}{\Delta^2+4\alpha^2u^2},\qquad
\bar x_0=\frac a{2\pi}\arctan\frac{2\alpha u}{\Delta},$$

for $\Delta,\alpha|u|\ll t$. Here $\bar x_0$ is measured from the ideal B site, where reflection symmetry places the centre at $u=0$. At fixed $u>0$, $\Delta\to0$ moves the centre to $a/4=d/2$, the middle of the stronger bond. The slope at the origin diverges; the transferred dipole stays finite. The linear Born charge applies for $|u|\ll\Delta/(2\alpha)$.

## (f) Ask whether the undimerised lattice survives

**Question.** Find the electronic contribution to the stiffness against $u$.

**Solution.** The band energy per cell is $-(2/\pi)\int\varepsilon\,dx$ over one zone, with $\varepsilon^2=\Delta^2+4t^2\cos^2x+4\alpha^2u^2\sin^2x$. Its second derivative at $u=0$ is

$$-8\alpha^2s,\qquad s=\frac1\pi\int_{-\pi/2}^{\pi/2}\frac{\sin^2x}{\varepsilon}dx=\frac{2(K-E)}{\pi Wm}.$$

As $\Delta\to0$, $s\simeq[\ln(8t/\Delta)-1]/(\pi t)$. A term of order $u^2$ in the hoppings would add a contribution, of either sign, that stays finite in this limit; here it is counted in the bare spring, and its dependence on $\Delta$ is neglected. A fixed bare spring is therefore overcome before $\Delta$ reaches zero. Below that point, the inverse law describes ions clamped at $u=0$, not a stable crystal.

## (g) Evaluate an oxide-like chain

**Question.** Take $d=0.20$ nm, $t=2$ eV, $\alpha=30$ eV/nm and $\Delta=1.6$ eV. Find the Born charge and the lattice polarization at 1 MV/cm. Use one chain per 0.16 nm², a bare spring of 2000 eV/nm², a neutral B core and a $+2e$ A core.

**Solution.** Here $W=4.308$ eV, $K=2.428$ and $E=1.134$. Since $\Delta^2/W^2=1-0.862=0.138$,

$$\zeta=\frac{2(30)(0.20)(4.308)}{\pi(2)(1.6)}[1.134-0.138(2.428)]\simeq4.11.$$

With $n_B=1.574$, the charge is $Z_B=-5.69e$. A Berry-phase calculation with displaced sites and the difference between open chains of 60 and 40 cells both reproduce $-5.6858e$. The leading law alone gives $\zeta=4.77$, which is 16% above the full value.

At fixed $t$, $\alpha$ and $d$, lowering $\Delta$ gives:

| $\Delta$ (eV) | $\zeta$ | $Z_B/e$ | $\zeta$ / leading law |
|---:|---:|---:|---:|
| 1.6 | 4.11 | −5.69 | 0.861 |
| 0.4 | 18.80 | −20.03 | 0.984 |
| 0.1 | 76.29 | −77.37 | 0.999 |

Berry-phase calculations at 0.04 and 0.02 eV give a power of $-1.0003$ for $\zeta$.

The electronic stiffness is $-8(30)^2(0.2217)\simeq-1596$ eV/nm², leaving 404 eV/nm². With this bare spring held fixed as $\Delta$ changes, the undimerised state is lost at $\Delta=1.08$ eV, so the last two rows are clamped-ion values.

The cell is neutral, so $Z_B$ multiplies the relative displacement in the total dipole. At 1 MV/cm, or 0.1 V/nm,

$$u=\frac{-5.686(0.1)}{403.7}\simeq-0.00141\ \mathrm{nm}.$$

The cell volume per chain is $0.40\times0.16=0.064$ nm³. The polarization is $(-5.686)(-0.001408)/0.064=0.125\,e/\mathrm{nm}^2$, or **2.00 µC/cm²**. Dividing by $\epsilon_0$ times the field gives a lattice susceptibility of 22.6.

## (h) Judge the omitted effects and the real case

**Question.** Which omissions matter for these numbers?

**Solution.** At the displacement found in (g), the curvature of the dipole changes the polarization by less than 0.1%. This keeps the displacement fixed. Letting $u$ relax in the full band energy, which stiffens with $u$, gives $u=-0.00140$ nm, 1.99 µC/cm² and a susceptibility of 22.5, about 0.6% below the linear values. For a 12 u oscillator with the net spring, the rms displacement at 358 K is 0.0093 nm. A uniform static displacement of that size reduces $|Z_B|$ to 5.19, about 9%; this sizes the nonlinearity but is not a thermal average. The 0.0093 nm is the harmonic value: in the full potential of band energy plus bare spring the rms displacement is 0.0084 nm, and the reduction is about 7%.

The thermal occupation deficit at the band edge, $2/(e^{\Delta/k_BT}+1)$, is $6\times10^{-23}$. For tunnelling, a force $F$ sweeps the linearised levels $\pm2ty$ with $dy/d\tau=Fd/\hbar$, where $\tau$ is time. The Landau–Zener formula with coupling $\Delta$ gives $\exp[-\pi\Delta^2/(2tdF)]$, here $e^{-100.5}$. The linearisation is only approximate at $\Delta/t=0.8$; the full cosine band gives about $e^{-98.6}$. Both effects are negligible in this ideal chain; dielectric breakdown of a real oxide, where defects matter, is not addressed.

Interactions are larger. Let $b_R,b_L$ be the bond coherences per spin and $\eta$ the actual hopping modulation. The energy derivative per spin is $-2(b_R-b_L)$, and its second derivative is $-4s$, so $b_R-b_L=2s\eta$. Mean-field exchange from a neighbour repulsion $V$, taken as independent of bond length, adds $Vb$ to each hopping. If $\alpha$ does not already include this exchange,

$$\eta=\alpha u+Vs\eta=\frac{\alpha u}{1-Vs}.$$

For an illustrative $V=1$ eV, with the mean hopping held at 2 eV and the staggered energy at 1.6 eV, this multiplies $\zeta$ by 1.285 and gives $Z_B=-6.86e$, 21% larger in magnitude. Both held values must then already include the mean field of the undisplaced chain. The electrostatic part of the same repulsion adds $V(2n_B-2)$ to the staggered energy: if 1.6 eV were the value before this addition, $\Delta$ would rise to 3.15 eV and $Z_B$, with the exchange feedback included and the mean hopping still 2 eV, would be $-3.69e$, smaller in magnitude. The electronic force becomes $8\alpha s\eta$, so with $\Delta$ held at 1.6 eV the softening grows by the same factor as $\zeta$, to about 2051 eV/nm². That exceeds the bare spring: the corrected charge is then a clamped-ion value, and the susceptibility above cannot simply be rescaled.

A position matrix element between B and its right neighbour, $\xi=0.01$ nm, with $-\xi$ on the left, adds a dipole $-4e\xi(b_R-b_L)$. Its contribution to $Z_B$ is $-8e\xi\alpha s=-0.53e$ if $\xi$ is independent of $u$.

The parameters are round values, roughly in the regime of a metal–oxygen chain in a titanate high-k dielectric. An oxygen charge well beyond the formal $-2e$ along the bond is characteristic of such materials. The susceptibility is low beside rutile, whose static permittivity is roughly 100, but it depends strongly on the chosen spring: raising the bare value by 5% raises the net spring by 25% and lowers the susceptibility by 20%, with the charge fixed. Real oxides break the independent-electron assumption; the 21% estimate covers only exchange at fixed $t$ and $\Delta$, and does not bound the full effect of interactions on the charge. They also have other orbitals, further hoppings and three-dimensional coupling, which this chain leaves unsized.

## Computed results

```
Site spacing d: 0.20 nm; cell length a: 0.40 nm
Hopping t: 2.00 eV; slope alpha: 30.0 eV/nm
Staggered energy Delta: 1.60 eV; gap: 3.20 eV
Area per chain: 0.16 nm^2; reduced mass: 12.0 u
W: 4.3081 eV; elliptic parameter m: 0.86207
Elliptic K: 2.42784; elliptic E: 1.13445
Electrons carried by B, n_B: 1.5740
Transfer charge zeta: 4.1118 (units of e)
Leading inverse law for zeta: 4.7746 (e)
Born charge Z_B, formula: -5.6858 e
Born charge Z_B, Wilson loop: -5.6858 e
Born charge Z_B, open chain: -5.6858 e
Electronic Born charge Z_A, Wilson loop: 3.6858 e
Delta (eV) | n_B | zeta (e) | Z_B (e) | zeta/leading law
1.60 | 1.5740 | 4.112 | -5.686 | 0.86117
0.80 | 1.3789 | 9.078 | -10.457 | 0.95065
0.40 | 1.2344 | 18.795 | -20.029 | 0.98410
0.20 | 1.1394 | 38.012 | -39.151 | 0.99515
0.10 | 1.0808 | 76.285 | -77.366 | 0.99857
Measured power of Delta in small-gap loops: -1.00028
Centre shift at fixed u, Delta=0.0001 eV: 0.09994 nm
Bond susceptibility s: 0.22171 1/eV
Bare spring: 2000.0 eV/nm^2
Electronic spring: -1596.3 eV/nm^2
Net spring: 403.7 eV/nm^2
Delta at loss of undimerised state: 1.0788 eV
Applied macroscopic field: 1.0 MV/cm
Displacement of B in field: -0.001408 nm
Linear polarization: 2.0046 uC/cm^2
Finite-displacement polarization: 2.0031 uC/cm^2
Lattice susceptibility: 22.641 (dimensionless)
Temperature of use: 358.0 K; kT: 0.03085 eV
Oscillator quantum: 37.50 meV
RMS displacement: 0.00925 nm
2 alpha u_rms/Delta: 0.3470
Born charge at rms displacement: -5.1870 e
Thermal occupation deficit at band edge: 5.98e-23
Tunnelling exponent at applied field: 100.53
Exchange strength V: 1.00 eV
Exchange factor on zeta: 1.2849
Z_B with exchange factor: -6.8571 e
Intersite position element: 0.010 nm
Its change of Z_B: -0.5321 e
```
